**Staggered thermal vias: chain formula against the heat equation**

The program tests $k_{\rm chain}=k_mw(h+t)/\{A[h/a+(s-a)/t+2C(a/t)]\}$ for vias joined by pads in an insulating dielectric. Here $a$ and $w$ are the via widths, $h$ the via height, $t$ the pad thickness, $s$ the offset, $A$ the footprint, $k_m$ the metal conductivity and $C$ the corner resistance in squares. A finite-volume solution of the heat equation is asserted to agree with $C$ within 0.005 squares for four width ratios, and with the complete formula within 0.5%. Further assertions cover the upper bounds, a coarser-grid comparison, aligned vias with the same metal volume, and nearly lossless pads. The program also asserts that the staggered conductivity rises with dielectric conductivity, and that the penalty relative to aligned vias is weaker at 100 than at 1 W/(m K). In the example with a dielectric of 1 W/(m K), the metal-fraction estimate is 64.84 W/(m K), while the aligned and staggered stacks reach 41.64 and 15.26 W/(m K).

## Check in Python

```python
"""Why staggered thermal vias conduct less than their metal fraction suggests.

Result under test, for vias joined by pads in an insulating dielectric:
  k_chain = k_m*w*(h+t) / (A*(h/a + (s-a)/t + 2*C(a/t)))
  C(r) = (2/pi)*(r*atan(1/r) + atan(r)/r + log((1+r*r)/(4*r)))
a, w: via widths along x and y; h: via height; t: pad thickness;
s: centre offset of successive vias; A: footprint; k_m: metal conductivity;
k_d: dielectric conductivity; C: corner resistance in squares.
The independent road is a finite-volume solution of the heat equation.
One cell runs between the isothermal mid-height planes of two via layers;
its side walls are mirror planes and carry no heat.
"""
import numpy as np
import scipy.sparse as sp


def corner_squares(r):
    return 2/np.pi*(r*np.arctan(1/r) + np.arctan(r)/r
                    + np.log((1 + r*r)/(4*r)))


def conductance(k):
    """Bottom-to-top conductance divided by voxel size; k=0 is insulating."""
    active = k > 0
    n = int(active.sum())
    number = np.full(k.shape, -1, dtype=int)
    number[active] = np.arange(n)
    diagonal = np.zeros(n)
    first, second, links = [], [], []
    for axis in range(3):
        lo, hi = [slice(None)]*3, [slice(None)]*3
        lo[axis], hi[axis] = slice(None, -1), slice(1, None)
        lo, hi = tuple(lo), tuple(hi)
        on = active[lo] & active[hi]
        k1, k2 = k[lo][on], k[hi][on]
        g = 2*k1*k2/(k1 + k2)
        i, j = number[lo][on], number[hi][on]
        diagonal += np.bincount(i, g, n) + np.bincount(j, g, n)
        first.append(i)
        second.append(j)
        links.append(g)
    i, j, g = map(np.concatenate, (first, second, links))
    bottom = number[:, :, 0][active[:, :, 0]]
    top = number[:, :, -1][active[:, :, -1]]
    g_bottom = 2*k[:, :, 0][active[:, :, 0]]
    g_top = 2*k[:, :, -1][active[:, :, -1]]
    diagonal[bottom] += g_bottom
    diagonal[top] += g_top
    rhs = np.zeros(n)
    rhs[top] = g_top
    coupling = sp.coo_matrix((g, (i, j)), shape=(n, n)).tocsr()
    matrix = (sp.diags(diagonal) - coupling - coupling.T).tocsr()
    # Conjugate gradients with diagonal preconditioning.
    temperature = np.zeros(n)
    residual = rhs.copy()
    z = residual/diagonal
    direction = z.copy()
    rz = residual @ z
    target = 1e-10*np.linalg.norm(rhs)
    for _ in range(20000):
        image = matrix @ direction
        step = rz/(direction @ image)
        temperature += step*direction
        residual -= step*image
        if np.linalg.norm(residual) < target:
            break
        z = residual/diagonal
        rz_new = residual @ z
        direction = z + rz_new/rz*direction
        rz = rz_new
    else:
        raise RuntimeError("linear solver did not converge")
    heat_out = g_bottom @ temperature[bottom]
    heat_in = g_top @ (1 - temperature[top])
    assert abs(heat_in/heat_out - 1) < 1e-6
    return heat_out


def extrapolate(coarse, fine):
    """Remove the h**(4/3) error caused by re-entrant metal corners."""
    return fine + (fine - coarse)/(2**(4/3) - 1)


def channel_squares(a, t, gap, m):
    """Resistance of via, pad, via channel; each via arm is 1.5*a long."""
    na, nt, ng, arm = a*m, t*m, gap*m, 3*a*m//2
    k = np.zeros((2*na + ng, 1, 2*arm + nt))
    k[:na, :, :arm] = 1
    k[:, :, arm:arm + nt] = 1
    k[na + ng:, :, arm + nt:] = 1
    return 1/conductance(k)


# Test the conformal-map corner formula on four different channels.
corner_tests = []
for a_test, t_test in ((1, 2), (1, 1), (2, 1), (4, 1)):
    gap = 3*t_test
    squares = extrapolate(channel_squares(a_test, t_test, gap, 12),
                          channel_squares(a_test, t_test, gap, 24))
    measured = (squares - 3 - gap/t_test)/2
    formula = corner_squares(a_test/t_test)
    assert abs(measured - formula) < 0.005, (a_test, t_test, measured, formula)
    corner_tests.append((a_test/t_test, formula, measured))
assert abs(corner_squares(1.0) - (1 - 2*np.log(2)/np.pi)) < 1e-12
assert abs(corner_squares(1e4) - 2/np.pi*(1 + np.log(1e4/4))) < 2e-4

# Worked example: lengths in micrometres, conductivities in W/(m K).
k_m, k_d = 400.0, 1.0
a, w, h, t, s = 1.0, 1.0, 2.0, 0.5, 3.0
length_x, length_y = 5.0, 2.0
area, height = length_x*length_y, h + t
block = 0.5


def cell(kd, staggered=True, pad_factor=1.0):
    """Half cell (mirror plane through via centres) in 0.5 um blocks."""
    def b(x):
        return int(round(x/block))
    k = np.full((b(length_x), b(length_y/2), b(height)), float(kd))
    left = b((length_x - s - a)/2)
    upper = left + (b(s) if staggered else 0)
    half_w, z1, z2 = b(w/2), b(h/2), b(h/2 + t)
    k[left:left + b(a), :half_w, :z1] = k_m
    k[left:left + b(s + a), :half_w, z1:z2] = k_m*pad_factor
    k[upper:upper + b(a), :half_w, z2:] = k_m
    return k


def k_grid(blocks, m):
    k = blocks.repeat(m, 0).repeat(m, 1).repeat(m, 2)
    return conductance(k)*k.shape[2]/(k.shape[0]*k.shape[1])


def k_effective(kd, staggered=True):
    blocks = cell(kd, staggered)
    return extrapolate(k_grid(blocks, 4), k_grid(blocks, 8))


via_fraction = a*w/area
pad_fraction = w*(s + a)/area
metal_fraction = (via_fraction*h + pad_fraction*t)/height
for arrangement in (True, False):
    voxels = cell(0, arrangement)
    assert abs(np.mean(voxels > 0) - metal_fraction) < 1e-12


def volume_bound(kd):
    return metal_fraction*k_m + (1 - metal_fraction)*kd


def layer_bound(kd):
    k_via = via_fraction*k_m + (1 - via_fraction)*kd
    k_pad = pad_fraction*k_m + (1 - pad_fraction)*kd
    return height/(h/k_via + t/k_pad)


via_sq, lateral_sq = h/a, (s - a)/t
corner_sq = 2*corner_squares(a/t)
total_sq = via_sq + lateral_sq + corner_sq
k_chain = k_m*w*height/(area*total_sq)

stag_0 = k_effective(0)
align_0 = k_effective(0, False)
stag_d = k_effective(k_d)
align_d = k_effective(k_d, False)
k_high = 100.0
stag_high = k_effective(k_high)
align_high = k_effective(k_high, False)

# Complete chain formula against the three-dimensional solution.
assert abs(stag_0/k_chain - 1) < 0.005
# Grid check: an extrapolation from coarser grids must agree.
blocks_d = cell(k_d)
stag_coarse = extrapolate(k_grid(blocks_d, 2), k_grid(blocks_d, 4))
assert abs(stag_coarse/stag_d - 1) < 0.02
# Bounds hold, and the aligned stack lies in its predicted window.
for kd, values in ((0, (stag_0, align_0)), (k_d, (stag_d, align_d)),
                   (k_high, (stag_high, align_high))):
    assert max(values) < layer_bound(kd) < volume_bound(kd)
assert via_fraction*k_m < align_0 < layer_bound(0)
# Same metal volume, vias aligned: most of the conductance returns.
assert align_d > 2*stag_d
# Stagger kept, pads nearly lossless: the penalty disappears.
k_lossless = via_fraction*k_m*height/h
stag_lossless = k_grid(cell(0, True, 1000.0), 4)
assert abs(stag_lossless/k_lossless - 1) < 0.01
# Dielectric leakage raises k, and low contrast weakens the penalty.
assert stag_0 < stag_d < stag_high
assert stag_d/align_d < stag_high/align_high

levels, heat_flux = 10, 1e7
thickness = levels*height*1e-6


def drop(k):
    return heat_flux*thickness/k


print(f"metal, dielectric conductivity: {k_m:.0f}, {k_d:.0f} W/(m K)")
print(f"via widths a, w: {a:.1f}, {w:.1f} um")
print(f"via height h, pad thickness t: {h:.1f}, {t:.1f} um")
print(f"via offset s, pad length s+a: {s:.1f}, {s+a:.1f} um")
print(f"cell footprint: {length_x:.1f} x {length_y:.1f} um")
print(f"height of one level: {height:.1f} um")
print(f"via area fraction: {via_fraction:.3f}")
print(f"pad area fraction: {pad_fraction:.3f}")
print(f"metal volume fraction: {metal_fraction:.3f}")
print("Corner resistance: a/t, formula, heat equation (squares)")
for ratio, formula, measured in corner_tests:
    print(f"  {ratio:.2f}  {formula:.4f}  {measured:.4f}")
print("Resistance budget of one level (squares, share)")
print(f"  vias: {via_sq:.3f}, {100*via_sq/total_sq:.1f} %")
print(f"  lateral pad: {lateral_sq:.3f}, {100*lateral_sq/total_sq:.1f} %")
print(f"  two corners: {corner_sq:.3f}, {100*corner_sq/total_sq:.1f} %")
print(f"  total: {total_sq:.3f}")
print("Insulating dielectric, k in W/(m K)")
print(f"  metal fraction times k_m: {volume_bound(0):.2f}")
print(f"  via fraction times k_m: {via_fraction*k_m:.2f}")
print(f"  layer upper bound: {layer_bound(0):.2f}")
print(f"  staggered, chain formula: {k_chain:.2f}")
print(f"  staggered, heat equation: {stag_0:.2f}")
print(f"  aligned, heat equation: {align_0:.2f}")
print(f"  lossless-pad prediction: {k_lossless:.2f}")
print(f"  staggered, pads 1000 times better: {stag_lossless:.2f}")
print(f"  chain / metal-fraction estimate: {k_chain/volume_bound(0):.3f}")
print(f"Dielectric with k_d = {k_d:.0f} W/(m K), k in W/(m K)")
print(f"  metal-fraction estimate: {volume_bound(k_d):.2f}")
print(f"  layer upper bound: {layer_bound(k_d):.2f}")
print(f"  staggered: {stag_d:.2f}")
print(f"  staggered, coarser-grid check: {stag_coarse:.2f}")
print(f"  aligned, same metal volume: {align_d:.2f}")
print(f"  gain of staggered k by leakage: {stag_d-stag_0:.2f}")
print(f"  staggered / metal-fraction: {stag_d/volume_bound(k_d):.3f}")
print(f"  staggered / aligned: {stag_d/align_d:.3f}")
print(f"Dielectric with k_d = {k_high:.0f} W/(m K), k in W/(m K)")
print(f"  staggered, aligned: {stag_high:.1f}, {align_high:.1f}")
print(f"  staggered / aligned: {stag_high/align_high:.3f}")
print(f"Temperature drop, {levels} levels, {heat_flux/1e6:.0f} W/mm^2")
print(f"  total thickness: {thickness*1e6:.1f} um")
print(f"  metal-fraction estimate: {drop(volume_bound(k_d)):.2f} K")
print(f"  aligned: {drop(align_d):.2f} K")
print(f"  staggered: {drop(stag_d):.2f} K")
print("success")
```

It prints:

```
metal, dielectric conductivity: 400, 1 W/(m K)
via widths a, w: 1.0, 1.0 um
via height h, pad thickness t: 2.0, 0.5 um
via offset s, pad length s+a: 3.0, 4.0 um
cell footprint: 5.0 x 2.0 um
height of one level: 2.5 um
via area fraction: 0.100
pad area fraction: 0.400
metal volume fraction: 0.160
Corner resistance: a/t, formula, heat equation (squares)
  0.50  0.6435  0.6435
  1.00  0.5587  0.5586
  2.00  0.6435  0.6435
  4.00  0.8734  0.8734
Resistance budget of one level (squares, share)
  vias: 2.000, 27.4 %
  lateral pad: 4.000, 54.9 %
  two corners: 1.287, 17.7 %
  total: 7.287
Insulating dielectric, k in W/(m K)
  metal fraction times k_m: 64.00
  via fraction times k_m: 40.00
  layer upper bound: 47.06
  staggered, chain formula: 13.72
  staggered, heat equation: 13.73
  aligned, heat equation: 40.64
  lossless-pad prediction: 50.00
  staggered, pads 1000 times better: 49.86
  chain / metal-fraction estimate: 0.214
Dielectric with k_d = 1 W/(m K), k in W/(m K)
  metal-fraction estimate: 64.84
  layer upper bound: 48.06
  staggered: 15.26
  staggered, coarser-grid check: 15.26
  aligned, same metal volume: 41.64
  gain of staggered k by leakage: 1.54
  staggered / metal-fraction: 0.235
  staggered / aligned: 0.366
Dielectric with k_d = 100 W/(m K), k in W/(m K)
  staggered, aligned: 131.3, 137.1
  staggered / aligned: 0.958
Temperature drop, 10 levels, 10 W/mm^2
  total thickness: 25.0 um
  metal-fraction estimate: 3.86 K
  aligned: 6.00 K
  staggered: 16.38 K
success
```
